\section*{Thermal strain of a monolayer clamped to a thick oxide, part 2}

A monolayer (subscript $f$) locks without in-plane force onto an oxide (subscript $s$) at $T_g$ and is cooled to $T$. Clamping means that every film atom keeps its place relative to the oxide surface, apart from vibration. The strain $\varepsilon$ is biaxial and measured from the force-free film at the same temperature, with tension positive. The force-free lengths have coefficients $\alpha_{f,s}=d\ln(\text{length})/dT$. A first derivation, from lengths alone, took the oxide to be unaffected by the film and found
\begin{equation}
1+\varepsilon=e^{\Delta},\qquad
\Delta=\int_T^{T_g}(\alpha_f-\alpha_s)\,dT' .
\label{eq:recall}
\end{equation}

The second derivation minimises a free energy and lets the oxide respond. The algebra uses atomic units with $\hbar=1$, so a frequency $\omega$ is also an energy; $k_B$ is kept and $T$ is in kelvin. Numerical energies are in eV and lengths in \AA.

Let $\eta$ be the logarithm of a body's linear size, with $\eta=0$ at the minimum of its static energy (without vibrations). The film's free energy per cell is $F_f(\eta,T)$, and a prime denotes $\partial/\partial\eta$. The force-free film has $\eta=\eta_f(T)$, where $F_f'(\eta_f,T)=0$, and $\alpha_f=d\eta_f/dT$. The oxide has $\eta_s(T)$ and $\alpha_s=d\eta_s/dT$ in the same way. Holding the film at another size needs a force $N$ per unit length of edge, positive in tension. For a cell of area $A$,
\begin{equation}
N=\frac{F_f'(\eta,T)}{2A} .
\label{eq:force}
\end{equation}

In the worked example a model film and oxide lock at 1000 K. With coefficients at leading order in the Gr\"uneisen parameters, (\ref{eq:recall}) gives $\varepsilon=-9.04\times10^{-4}$ at 300 K. The integrals of $\alpha_f$ and $\alpha_s$ from 300 K to 1000 K are $5.150\times10^{-3}$ and $6.055\times10^{-3}$. The oxide's coefficient is the larger at 1000 K and the smaller at 300 K; the two cross at 363 K, where the compression is greatest. At 100 K, $\alpha_f=1.418\times10^{-6}$ and $\alpha_s=0.201\times10^{-6}$ per kelvin.

\subsection{The film and the plate find their common size}

The oxide is a plate of thickness $h$ with uniform temperature and uniform isotropic elastic constants, flat at $T_g$. Its strain relative to its own force-free size at $T$ is taken to be linear through the thickness, $e(z)=e_0+\kappa z$ with $-h/2<z<h/2$. The film lies on the surface $z=h/2$, where the strain is $e_t=e_0+\kappa h/2$. Clamping links the film to this surface:
\begin{equation}
\eta=\eta_f(T_g)+\left[\eta_s(T)-\eta_s(T_g)\right]+e_t .
\label{eq:coherent}
\end{equation}
The bracket is the thermal change of the free oxide, and $e_t$ is the change that the film imposes on it.

For equal in-plane strains $e$ and no stress normal to the plate, Hooke's law gives a stress $Me$ in each direction, where $M=E/(1-\nu)$, $E$ is Young's modulus and $\nu$ is Poisson's ratio. The energy density is half the stress times the strain, summed over two directions: $\tfrac12(Me\cdot e+Me\cdot e)=Me^2$. The free energy per area is therefore, up to a constant,
\begin{equation}
G(e_0,\kappa)=W(e_t)+M\int_{-h/2}^{h/2}(e_0+\kappa z)^2dz
=W(e_t)+M\left(he_0^2+\frac{h^3\kappa^2}{12}\right) .
\end{equation}
The term linear in $z$ has integrated to zero. $W$ is the film's free energy per area, with $dW/de_t=2N$ by (\ref{eq:force}); the small change of the area to which it is referred is neglected. Because $\partial e_t/\partial e_0=1$ and $\partial e_t/\partial\kappa=h/2$, the two conditions for a minimum are
\begin{align}
2N+2Mhe_0&=0 &&\Longrightarrow& e_0&=-\frac{N}{Mh},\\
2N\,\frac h2+\frac{Mh^3\kappa}{6}&=0 &&\Longrightarrow& \kappa&=-\frac{6N}{Mh^2} .
\end{align}
The surface strain is their combination:
\begin{equation}
e_t=e_0+\frac{\kappa h}{2}=-\frac{N}{Mh}-\frac{3N}{Mh}=-\frac{4N}{Mh} .
\label{eq:surface}
\end{equation}
A film in tension compresses the surface it is attached to. One quarter of the effect is uniform contraction and three quarters is bending.

The film's force stays finite as $h$ grows, so $e_t\to0$. Subtracting $\eta_f(T)$ from (\ref{eq:coherent}) then gives
\begin{align}
\ln(1+\varepsilon)=\eta-\eta_f(T)
&=\left[\eta_f(T_g)-\eta_f(T)\right]-\left[\eta_s(T_g)-\eta_s(T)\right]\nonumber\\
&=\int_T^{T_g}(\alpha_f-\alpha_s)\,dT'=\Delta .
\label{eq:second}
\end{align}
This is (\ref{eq:recall}). Clamping is still assumed, but that the film does not alter the oxide's size is now a consequence of the plate's stiffness.

\subsection{How thick is thick}

For a small strain the film's force is $N=B\ln(1+\varepsilon)$, where $B=C_{11}+C_{12}$ is the biaxial modulus of the layer. This follows from the two-dimensional Hooke's law: equal strains $\varepsilon$ along $x$ and $y$ give the force $C_{11}\varepsilon+C_{12}\varepsilon$. At finite $h$ the logarithmic strain is $\Delta+e_t$. With (\ref{eq:surface}),
\begin{equation}
N=B\left(\Delta-\frac{4N}{Mh}\right)
\quad\Longrightarrow\quad
\frac NB=\frac{\Delta}{1+4B/(Mh)} .
\label{eq:thick}
\end{equation}
The oxide is thick when $4B\ll Mh$. If the plate is held flat, $\kappa=0$ and $e_t=e_0$, so the 4 becomes 1.

The model oxide has bulk modulus $K=1.5$ eV/\AA$^3$ and $\nu=0.25$. With $E=3K(1-2\nu)$ this gives $M=3\times1.5\times0.5/0.75=3.0$ eV/\AA$^3$. For $B=10$ eV/\AA$^2$ and $h=5\times10^6$ \AA,
\begin{equation}
\frac{4B}{Mh}=\frac{40}{1.5\times10^7}=2.7\times10^{-6} ,
\end{equation}
a negligible relative reduction of the strain. For a plate of 100 \AA\ the formulas give $1/(1+40/300)=0.882$ when it bends freely and $1/(1+10/300)=0.968$ when it is held flat. A test that minimised the energy of a plate cut into thin slices gave the same two factors. It shared the linear strain profile assumed here. The factor 4 also needs small deflection: equal curvature in both directions with a uniform $e_0$ holds only while $|\kappa|R^2/2\ll h$ for a plate of radius $R$. For the 100 \AA\ plate $|\kappa|\approx1.6\times10^{-6}$ \AA$^{-1}$, so $R$ must lie well below 1 $\mu$m. A wider free plate of this thickness stretches its mid-plane and then bends towards a cylinder, and the film strain is no longer biaxial. For $h=5\times10^6$ \AA\ and $R=5$ cm the deflection is about 90 \AA, and the condition is met.

The argument also covers a thin oxide on a thick wafer. The oxide layer, of thickness $t$ and modulus $M$, then acts on the wafer as a film with biaxial modulus $Mt$. If both $4Mt$ and $4B$ are much smaller than $M_wh_w$ for the wafer, the oxide follows the wafer and the monolayer follows the oxide. In that case $\alpha_s$ in (\ref{eq:second}) is the wafer's coefficient. The oxide layer still strains the wafer surface by about $-4Mt\,\Delta_{\rm ox}/(M_wh_w)$, where $\Delta_{\rm ox}$ is the strain of the oxide on the wafer. This shift is negligible only if it is small against the monolayer's own $\Delta$, which can fail when the monolayer is nearly matched to the wafer.

\subsection{Where the temperature dependence comes from}

A simple free energy gives both coefficients explicitly. A mode of frequency $\omega$ has energies $\omega(m+\tfrac12)$, $m=0,1,\dots$. Its partition function is the geometric series $e^{-\omega/2k_BT}/(1-e^{-\omega/k_BT})$, and minus $k_BT$ times the logarithm is its free energy. With a static energy quadratic in $\eta$ and groups of $g$ equal modes,
\begin{equation}
F=\frac{S\eta^2}{2}+\sum g\left[\frac\omega2+k_BT\ln\left(1-e^{-\omega/k_BT}\right)\right],
\qquad \omega=\omega_0e^{-d\gamma\eta} .
\label{eq:model}
\end{equation}
Here $d=2$ for the film and $d=3$ for the oxide, and $\gamma$ is the Gr\"uneisen parameter, the relative fall of frequency per relative growth of area or volume. The stiffness $S$ follows from the static energies. For the film, $BA_0\eta^2=S_f\eta^2/2$ gives $S_f=2BA_0$. For the oxide, $\tfrac12KV_0(3\eta)^2=S_s\eta^2/2$ gives $S_s=9KV_0$. $A_0$ and $V_0$ are the cell area and cell volume.

The derivative of the bracket in (\ref{eq:model}) with respect to $\omega$ is
\begin{equation}
\frac12+\frac{e^{-\omega/k_BT}}{1-e^{-\omega/k_BT}}=\frac12+n,\qquad
n=\frac{1}{e^{\omega/k_BT}-1} ,
\end{equation}
and $\partial\omega/\partial\eta=-d\gamma\omega$. The condition $F'=0$ reads
\begin{equation}
S\eta=d\sum g\gamma\,\omega\left(n+\tfrac12\right) .
\end{equation}
Vibrations push the body outwards if their frequencies fall on expansion. The right side still depends on $\eta$ through $\omega$. Replacing $\omega$ by $\omega_0$ gives the leading order in $\gamma$. Since $\eta$ is itself proportional to $\gamma$, the neglected relative change of frequency is of order $\gamma^2$, and the error in $\eta$ is of order $\gamma^3$. In a test at 300 K, halving every $\gamma$ reduced this error by factors of 7.95 for the film and 7.82 for the oxide, close to the expected 8.

With $x=\omega_0/k_BT$ and $dx/dT=-x/T$,
\begin{equation}
\omega_0\frac{dn}{dT}
=\omega_0\,\frac{e^x}{(e^x-1)^2}\,\frac xT
=k_B\,\frac{x^2e^x}{(e^x-1)^2}\equiv k_B\,c(x) ,
\end{equation}
so at leading order
\begin{equation}
\alpha=\frac{d\,k_B}{S}\sum g\gamma\,c(x) .
\label{eq:alpha}
\end{equation}
The zero-point term $\tfrac12$ does not depend on temperature at this order and drops out of $\Delta$.

The function can be written $c=[(x/2)/\sinh(x/2)]^2$. It tends to 1 at high temperature and falls steadily as $x$ grows. The film has $A_0=9$ \AA$^2$, eight modes with $\gamma=1.2$ and $\omega_0=0.035$ eV, and one soft mode with $\gamma=-1.5$ and $\omega_0=0.010$ eV. The oxide has $V_0=42$ \AA$^3$ and fifteen modes with $\gamma=1.5$ and $\omega_0=0.070$ eV. The high-temperature limits are
\begin{align}
\alpha_f&\to\frac{2\times8.617\times10^{-5}}{180}\,(9.6-1.5)=7.76\times10^{-6}\ \mathrm{K}^{-1},\\
\alpha_s&\to\frac{3\times8.617\times10^{-5}}{567}\times22.5=10.26\times10^{-6}\ \mathrm{K}^{-1} .
\end{align}
At 300 K the film's coefficient, $6.49\times10^{-6}$ per kelvin, is still 84\% of its limit, while the oxide's, $5.76\times10^{-6}$, has fallen to 56\%. The stiffer oxide modes freeze out first. This is why the larger coefficient becomes the smaller one on cooling, and why the strain has a turning point. Its position, 363 K at leading order in $\gamma$, also depends on the soft film mode, whose negative contribution lowers $\alpha_f$ and so moves the crossing to a lower temperature.

At very low temperature $c\approx x^2e^{-x}$, so the softest mode dominates. It makes $\alpha_f$ negative, while $\alpha_s$ stays positive and is exponentially smaller. At 100 K, however, $\alpha_f$ exceeds $\alpha_s$. By continuity the coefficients of this model cross again below 100 K, and compression then grows once more on further cooling.

\subsection{The force in the cooled film}

Minimising (\ref{eq:model}) in full, without the leading-order step, gives $\varepsilon=-9.16\times10^{-4}$ at 300 K. The closed form gave $-9.04\times10^{-4}$; the two differ by 1.3\% of the latter. Applying (\ref{eq:force}) to the clamped film in the full model gives
\begin{equation}
N=-9.15\times10^{-3}\ \mathrm{eV/\AA^2}=-0.147\ \mathrm{N/m} .
\end{equation}
The product $B\varepsilon$ with the full strain is $-9.16\times10^{-3}$ eV/\AA$^2$. The small difference contains the change of cell area, the contribution of the vibrations to the modulus, and the second order in strain.

Because $N$ derives from a free energy, it is fixed by the present temperature and length. If the modulus varies, $N=B(T)\varepsilon$ gives $dN=B\,d\varepsilon+\varepsilon\,dB$. Summing $B\,d\varepsilon$ alone along the cooling path would omit the second term.

\subsection{What each derivation assumes}

Both derivations assume a uniform, isotropic film that does not slip, wrinkle or detach, and an oxide that neither flows nor changes phase. They differ in what else they need.

The derivation from lengths takes $\alpha_f(T)$ and $\alpha_s(T)$ as given and assumes that the oxide is unaffected by the film. It uses no elastic constant and no Hooke's law, and it does not require the strain to be small. Measured coefficients can be inserted whatever their microscopic origin. It cannot say what force the film bears or how thick the oxide must be.

The derivation from free energies assumes thermal equilibrium at each temperature and a linearly elastic plate with a linear strain profile. In return it yields the force, the condition $4B\ll Mh$, and a formula for the coefficients. The linear elasticity of the plate becomes harmless in the thick limit, where its mechanical strain vanishes.

The mode model (\ref{eq:model}) is a further and separate assumption. It leaves out the spread of frequencies within each group, anharmonicity of the static energy in $\eta$, and any temperature dependence of the frequencies at fixed size. An error there changes $\alpha_f$ and $\alpha_s$, and with them the number obtained for the strain, but leaves (\ref{eq:second}) intact. The 1.3\% difference found above measures only the higher orders in $\gamma$ within the model, not the model's distance from a real material. Because $\Delta$ is a difference of two larger integrals, errors in the coefficients are magnified: here an error of 1\% in the oxide's integral, $6\times10^{-5}$, is nearly 7\% of the strain.

\section*{Numbers as computed}
\begin{verbatim}
Boltzmann constant: 8.617333e-05 eV/K
locking temperature: 1000 K; final temperature: 300 K
film biaxial modulus B: 10.0 eV/A^2; cell area: 9.0 A^2
oxide bulk modulus K: 1.5 eV/A^3; cell volume: 42.0 A^3
oxide Poisson ratio: 0.25; biaxial modulus M: 3.00 eV/A^3
film modes: count 8, gamma 1.2, omega0 0.035 eV
film modes: count 1, gamma -1.5, omega0 0.010 eV
oxide modes: count 15, gamma 1.5, omega0 0.070 eV
T (K) | alpha film (1e-6/K) | alpha oxide (1e-6/K) | strain (1e-4)
  1000 |   7.632 |   9.713 |    0.000
   800 |   7.563 |   9.421 |   -3.961
   600 |   7.417 |   8.826 |   -7.283
   400 |   7.015 |   7.356 |   -9.197
   300 |   6.489 |   5.758 |   -9.044
   200 |   5.195 |   3.018 |   -7.591
   100 |   1.418 |   0.201 |   -5.401
film integral of alpha, final to locking T: 5.149811e-03
oxide integral of alpha, final to locking T: 6.054616e-03
mean alpha film: 7.357 1e-6/K
mean alpha oxide: 8.649 1e-6/K
log mismatch Delta at final T: -9.048046e-04
strain at final T, closed form: -9.043954e-04 = -0.0904 %
strain at final T, product of 20000 steps: -9.043956e-04
strain at final T, full free energy: -9.159288e-04
strain from constant final-T coefficients: 5.117437e-04
crossing of coefficients: 362.73 K
strain extremum located at: 362.73 K
strain at the extremum: -9.262140e-04
error ratio on halving gamma, film: 7.953
error ratio on halving gamma, oxide: 7.820
membrane force, virtual work: -9.14792e-03 eV/A^2 = -0.1466 N/m
membrane force, B times full strain: -9.15929e-03 eV/A^2
oxide thickness: 5.0e+06 A
4B/(Mh) at this thickness: 2.667e-06
test plate thickness: 100 A
film strain factor, test plate free to bend: 0.88235
film strain factor, test plate held flat: 0.96774
\end{verbatim}
